# Landau parameters of the Gutzwiller metal near the Brinkman–Rice point

## Problem

A one-band Hubbard model has hopping between sites and a repulsion $U$ on doubly occupied sites. Its density of states per site and spin, $\rho(e)$, is symmetric about $e=0$, and $\rho(0)$ is finite and nonzero. Let $\varepsilon_0<0$ be the band energy per site of both spins at half filling for $U=0$, and define

$$U_c=8|\varepsilon_0|,\qquad I=\frac{U}{U_c},\qquad p=4\rho(0)|\varepsilon_0| .$$

Consider the uniform paramagnetic metal at half filling, $0\le I<1$, in the Gutzwiller approximation. Antiferromagnetism and other ordered states are excluded by assumption.

(a) Find the mass enhancement and the Landau parameters $F_0^a$ (spin) and $F_0^s$ (charge) from the energy in a field and under doping.

(b) How does each behave as $I\to1$, the Brinkman–Rice point, and how far does the answer depend on the band shape?

(c) Evaluate the results for a flat band of width 4 eV with $U=6$ eV.

Units have $\hbar=1$. The density is $n=n_\uparrow+n_\downarrow=1-\delta$ and the polarization is $m=n_\uparrow-n_\downarrow$. A field adds $-hm$ to the energy per site, where $h$ is the Zeeman energy. The responses are $\chi=\partial m/\partial h$ and $\kappa=\partial n/\partial\mu$.

## First estimate by scaling

At half filling a fraction $x$ of the sites is empty and an equal fraction is doubly occupied. Near localization $x$ is small. Motion of charge needs such sites, so the hopping is reduced by a factor $q\sim x$. The energy then has the form $-(U_c-U)x+\text{const}\cdot U_cx^2$, whose minimum lies at $x\sim1-I$. Hence $q\sim1-I$, and the quasiparticle density of states is $N^*\sim\rho(0)/q$.

Doping makes the empty and double fractions unequal, $x\pm\delta/2$. The hopping amplitude contains the square roots of both, and their sum falls by a relative amount of order $(\delta/x)^2$. The kinetic energy cost is $|\varepsilon_0|q(\delta/x)^2$. Multiplying its curvature by $N^*$ gives

$$F_0^s\sim\frac{\rho(0)|\varepsilon_0|}{x^2}\sim\frac{1}{(1-I)^2}.$$

A polarization $m$ makes the two singly occupied fractions unequal. These are close to $1/2$, not small, so the energy change is of order $|\varepsilon_0|qm^2$ and $|F_0^a|\sim\rho(0)|\varepsilon_0|$, a number of order one. Scaling fixes neither its sign nor its value.

## Solution within the Gutzwiller approximation

### The energy

The trial state is a Fermi sea on which a local operator $P=\sum_\Gamma\lambda_\Gamma|\Gamma\rangle\langle\Gamma|$ acts at each site, where $\Gamma$ is empty, $\uparrow$, $\downarrow$ or double. Without correlation the probabilities $p^0_\Gamma$ are products, for example $p^0_\sigma=n_\sigma(1-n_{-\sigma})$. Choosing $\lambda_\Gamma^2=p_\Gamma/p_\Gamma^0$ produces the probabilities

$$p_{\rm double}=d,\quad p_\sigma=n_\sigma-d,\quad p_{\rm empty}=1-n+d .$$

The Gutzwiller approximation keeps a single line between the two sites of a hopping process. Each end then contributes $z_\sigma=\langle Pc_\sigma^\dagger Pc_\sigma\rangle_0/n_\sigma$. The operator $c_\sigma$ takes $\sigma$ to empty and double to $-\sigma$, so

$$z_\sigma n_\sigma=p^0_\sigma\lambda_\sigma\lambda_{\rm empty}+p^0_{\rm double}\lambda_{\rm double}\lambda_{-\sigma}.$$

The first term equals $\sqrt{p_\sigma p_{\rm empty}}\sqrt{p^0_\sigma/p^0_{\rm empty}}$, and the second has the same structure. Both ratios of uncorrelated probabilities are $n_\sigma/(1-n_\sigma)$. With $q_\sigma=z_\sigma^2$,

$$q_\sigma=\frac{\left[\sqrt{(n_\sigma-d)(1-n+d)}+\sqrt{d\,(n_{-\sigma}-d)}\right]^2}{n_\sigma(1-n_\sigma)},\qquad E=\sum_\sigma q_\sigma T_\sigma+Ud .$$

Here $T_\sigma$ is the bare band energy of spin $\sigma$, and $E$ is minimized over $d$.

At $n=1$, $m=0$ this gives $q=8d(1-2d)$. The condition $-8|\varepsilon_0|(1-4d)+U=0$ yields

$$d=\frac{1-I}{4},\qquad q_0=1-I^2,\qquad E_0=-|\varepsilon_0|(1-I)^2 .$$

### Landau's functional

Let the occupations $n_{k\sigma}$ vary. They enter through $n_\sigma=L^{-1}\sum_kn_{k\sigma}$ and $T_\sigma=L^{-1}\sum_ke_kn_{k\sigma}$, where $L$ is the number of sites. Because $E$ is stationary in $d$, the first variation is $q_0e_k$ plus a constant independent of $k$. All velocities are scaled by $q_0$, so relative to the band mass $m_0$

$$\frac{m^*}{m_0}=\frac1{q_0}=\frac1{1-I^2},\qquad N^*=\frac{2\rho(0)}{q_0}.$$

For the second variation, regard the minimized $E$ as a function of $n_\sigma$ and $T_\sigma$. Each derivative with respect to $T_\sigma$ brings a factor $e_k$, which vanishes on the Fermi surface. What remains is $f_{\sigma\sigma'}=\partial^2E/\partial n_\sigma\partial n_{\sigma'}$ at fixed $T$, independent of direction. Only $l=0$ parameters occur in this approximation, because the energy depends on the occupations only through $n_\sigma$ and $T_\sigma$:

$$F_0^{s,a}=\tfrac12N^*(f_{\uparrow\uparrow}\pm f_{\uparrow\downarrow}).$$

Now polarize, $\delta n_\uparrow=-\delta n_\downarrow=m/2$. Since $dT_\sigma/dn_\sigma$ is the bare Fermi energy, zero at half filling and with slope $1/\rho(0)$, each $T_\sigma$ rises by $(m/2)^2/2\rho(0)$. Therefore

$$E-E_0=\frac{q_0m^2}{4\rho(0)}+\frac{m^2}{4}(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})=\frac{m^2}{2N^*}(1+F_0^a),$$

so $\chi=N^*/(1+F_0^a)$. Equal shifts of both spins give $\kappa=N^*/(1+F_0^s)$ in the same way. The two parameters can thus be read from the curvatures of $E$.

### In a field

At $n=1$ the empty fraction is $d$. Put $y=\tfrac12-d$. Then $(n_\uparrow-d)(n_\downarrow-d)=y^2-m^2/4$ and $n_\sigma(1-n_\sigma)=(1-m^2)/4$. Expanding the square in $q_\sigma$ gives the same factor for both spins:

$$q=\frac{4(1-2y)\left[y+\sqrt{y^2-m^2/4}\right]}{1-m^2}.$$

With $\sqrt{y^2-m^2/4}\simeq y-m^2/8y$ and $1/(1-m^2)\simeq1+m^2$,

$$q\simeq8y(1-2y)\left[1+m^2-\frac{m^2}{16y^2}\right].$$

At fixed $d$ the energy is even in $m$. The optimal $d$ therefore shifts by order $m^2$, which changes the minimized energy at order $m^4$, and the zero-field value $y=(1+I)/4$ may be inserted:

$$q\simeq q_0\left\{1+m^2\left[1-\frac1{(1+I)^2}\right]\right\}.$$

Polarization increases the hopping factor, which lowers the energy and makes $F_0^a$ negative. Multiplying by the band energy $-|\varepsilon_0|+m^2/4\rho(0)$,

$$E-E_0=\frac{q_0m^2}{4\rho(0)}\left\{1-p\left[1-\frac1{(1+I)^2}\right]\right\}.$$

The prefactor is $m^2/2N^*$, so

$$\boxed{F_0^a=-p\left[1-\frac1{(1+I)^2}\right]}$$

### Under doping

Now $m=0$ and $n_\sigma=(1-\delta)/2$. Let $x=d+\delta/2$, the mean of the empty and double fractions. The empty, double and singly occupied (per spin) fractions are $x+\delta/2$, $x-\delta/2$ and $\tfrac12-x$. Hence

$$q=\frac{(\frac12-x)\left[\sqrt{x+\delta/2}+\sqrt{x-\delta/2}\right]^2}{(1-\delta^2)/4}
=\frac{4(1-2x)\left[x+\sqrt{x^2-\delta^2/4}\right]}{1-\delta^2}.$$

This is the field expression with $y\to x$ and $m\to\delta$. The band energy is likewise $-|\varepsilon_0|+\delta^2/4\rho(0)$, and the interaction energy is $Ux-U\delta/2$. Its linear part sets $\mu=U/2$, which is the constant in the quasiparticle energy. At fixed $x$ the rest is even in $\delta$, so the value $x=(1-I)/4$ suffices. The expansion above, with $16x^2=(1-I)^2$, gives

$$\boxed{F_0^s=p\left[\frac1{(1-I)^2}-1\right]}$$

Thus $F_0^s(I)=F_0^a(-I)$: doping a repulsive system costs what polarizing an attractive one does.

The variable held fixed matters. At fixed $d$, $x$ moves by $\delta/2$ away from its optimum. Since $\partial^2E/\partial x^2=32|\varepsilon_0|$, this adds $\tfrac12\cdot32|\varepsilon_0|(\delta/2)^2$ to the energy and hence $8|\varepsilon_0|=U_c$ to its curvature. The double occupancy must be allowed to follow the density.

### Limits and band shape

For weak coupling, expansion in $I$ gives $F_0^a\simeq-2pI=-\rho(0)U$ and $F_0^s\simeq+\rho(0)U$, the mean-field values. As $I\to1$,

$$F_0^s\simeq\frac{p}{(1-I)^2}\to\infty,\qquad F_0^a\to-\frac{3p}{4}.$$

The value $-3/4$ belongs to $p=1$. A flat band of width $W$ has $\rho=1/W$ and $|\varepsilon_0|=W/4$, hence $p=1$. If $\rho(e)\le\rho(0)$ everywhere, $|\varepsilon_0|=2\int_0^\infty e\rho\,de$ is smallest when the half state per spin above $e=0$ is packed at density $\rho(0)$ up to $e=1/2\rho(0)$. Then $|\varepsilon_0|=1/4\rho(0)$, so $p\ge1$ and the limit is $-3/4$ or lower. A semicircular band gives $-0.81$ and a Gaussian one $-0.95$. A band with a central dip can have $p<1$; the one computed gives $-0.47$.

Local stability against uniform polarization requires $F_0^a>-1$. For $p>4/3$ this fails before localization, at $I=(1-1/p)^{-1/2}-1$. A two-sided exponential band has $p=2$ and becomes unstable at $I=0.414$. The criterion is only local: in the Gaussian band, with $p=1.27$, a nearly fully polarized state already has lower energy than the paramagnet at $I=0.98$, although $F_0^a>-1$ there. With the standard deviation of the band as the unit of energy, the minimized energy is $-5.6\times10^{-4}$ at $m=0.997$ and $-3.2\times10^{-4}$ at $m=0$. This state draws on the far tail of the unbounded band. If the Gaussian is cut off at 3.5 standard deviations, $p$ is still 1.27 but $m=0$ has the lowest energy at $I=0.98$. For the flat, semicircular and parabolic bands the paramagnet also stays below the uniformly polarized states at $I=0.98$ and $0.99$.

For $p<4/3$, the $\chi$ of the paramagnetic state diverges because $m^*$ does, while $1/(1+F_0^a)$ stays finite. This is a nearly localized metal, not one driven to ferromagnetism by $F_0^a\to-1$. The divergence also reflects the approximation: at $d=0$ the half-filled energy is zero for any $|m|<1$, so the localized spins have no exchange energy. An antiferromagnetic exchange term, if added, would keep $1/\chi$ above zero, and so $\chi$ finite, as $I\to1$.

### Flat band, $U=6$ eV

Here $\rho(0)=0.25$ eV⁻¹, $|\varepsilon_0|=1$ eV, $U_c=8$ eV (0.294 hartree), $p=1$ and $I=0.75$. Then

- $d=0.25/4=0.0625$ and $m^*/m_0=1/(1-0.5625)=2.286$;
- $F_0^a=-(1-1/1.75^2)=-0.673$;
- $F_0^s=1/0.25^2-1=15$.

With $N^*=0.5/0.4375=1.143$ eV⁻¹, $\chi=1.143\times3.0625=3.50$ eV⁻¹ and $\kappa=1.143/16=0.0714$ eV⁻¹. Relative to the free value of 0.5 eV⁻¹, $\chi$ is 7 times larger and $\kappa$ 7 times smaller. For $p=1$ the two ratios are reciprocal, since $\chi/\chi_0=(1+I)^2/(1-I^2)=(1+I)/(1-I)$ and $\kappa/\kappa_0=(1-I)^2/(1-I^2)=(1-I)/(1+I)$.

The interactions obtained by varying the occupations are $f_{\uparrow\uparrow}=12.54$ eV and $f_{\uparrow\downarrow}=13.71$ eV. Both are large and nearly equal: their mean gives the large $F_0^s$, and half their difference, $-0.59$ eV, gives the modest $F_0^a$. The curvature $\partial^2E/\partial n^2$ is 14 eV with $d$ relaxed and 22 eV with $d$ frozen, a difference of $U_c$.

## Comparison

The scaling estimate has the right powers. Between $I=0.90$ and $0.99$ the distance $1-I$ shrinks tenfold and the numerically minimized energy gives $F_0^s$ rising from 99.0 to 9991, close to a factor of 100. The formula gives 9999 at the last point; the difference is below 0.1 % of that value, the tolerance set for the numerical differentiation. Over the same interval $F_0^a$ moves only from $-0.7230$ to $-0.7475$.

The estimate misses the prefactor. With $x=(1-I)/4$, $\rho(0)|\varepsilon_0|/x^2=4p/(1-I)^2$, four times the leading term of the solution. At $I=0.75$ it gives 64 instead of 15. For the spin parameter it gives the order of magnitude $\rho(0)|\varepsilon_0|=p/4$, against a limiting magnitude of $3p/4$. The negative sign needs the full hopping factor, because it results from a competition: the normalization contributes $+m^2$ and the unequal spin fractions contribute $-m^2/(1+I)^2$. For charge the second term becomes $-\delta^2/(1-I)^2$ and dominates, which is why one parameter saturates and the other diverges. The numerical output below lists the flat-band values at five interaction strengths and $F_0^a$ at $I=0.9$ for four other band shapes.

## Computed values

```
Flat band width = 4.000 eV
rho(0) = 0.2500 1/eV per spin; e0 = -1.0000 eV
Uc = 8.0000 eV = 0.29399 hartree
p (flat) = 1.00000
Minimized energy: I, d, m*/m, F0a, F0s, F0s*(1-I)^2
  0.25 0.18750 1.0667 -0.3600 0.778 0.4375
  0.50 0.12500 1.3333 -0.5556 3.000 0.7500
  0.75 0.06250 2.2857 -0.6735 15.000 0.9375
  0.90 0.02500 5.2632 -0.7230 98.993 0.9899
  0.99 0.00250 50.2513 -0.7475 9991.144 0.9991
Example U = 6.000 eV, I = 0.7500
d = 0.06250; q = 0.43750; m*/m = 2.2857
energy per site = -0.06250 eV
F0a = -0.67347; F0s = 15.0000 (formulas)
free chi0 = kappa0 = 0.5000 1/eV; N* = 1.1429 1/eV
chi = 3.5000 1/eV; kappa = 0.07143 1/eV
chi/chi0 = 7.0000; kappa/kappa0 = 0.14286
1/(1+F0a) = 3.0625
Zeeman energy 0.0010 eV: m = 0.003500, chi*h = 0.003500
mu shift 0.010 eV: n-1 = 0.000714, kappa*shift = 0.000714
Interaction f_upup = 12.536 eV, f_updn = 13.714 eV
F0a, F0s from interaction = -0.6734, 15.000
d2E/dn2 relaxed = 14.000 eV; frozen d = 22.000 eV
d2E/dm2 at -U = 14.000 eV; dd/dn = 0.5000
U = 0.010 eV: F0a = -0.002495, F0s = 0.002505, rho(0)*U = 0.002500
Band shape: p, F0a at I=0.9 (minimized), limit -3p/4
  central dip: 0.6250, -0.4519, -0.4688
  parabolic: 1.1250, -0.8134, -0.8438
  semicircle: 1.0808, -0.7814, -0.8106
  Gaussian: 1.2732, -0.9205, -0.9549
two-sided exponential: p = 2.0000, instability I = 0.4142
  d2E/dm2 at I-0.02, I+0.02 = 0.0245, -0.0224 eV
```
